# Rittner dipole moment of a metal halide and its polarisation catastrophe: test program

```python
"""Rittner dipole moment of a diatomic metal halide (Gaussian units).

Result under test: for ions +e and -e at separation r with polarisabilities
a_cat and a_an, S = a_cat + a_an and P = a_cat*a_an,
    mu = e r - e (r^4 S + 4 r P) / (r^6 - 4 P),
stable only for r > r_c = (4 P)^(1/6).
Lengths are in nm, charges in e, dipoles in e nm, polarisabilities in nm^3.
The x axis runs from cation to anion; mu is positive from anion to cation.
"""
from math import comb, sqrt, pi
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

ARM = 1e-4                                             # dipole arm, nm
COULOMB = const.e / (4 * pi * const.epsilon_0) * 1e9   # e^2 in eV nm
DEBYE = const.e * 1e-9 / (1e-21 / const.c)             # 1 e nm in debye


# ---------- derived formulas ----------
def induced_formula(r, a_cat, a_an):
    den = r**6 - 4 * a_cat * a_an
    return (a_cat * r * (r**3 + 2 * a_an) / den,
            a_an * r * (r**3 + 2 * a_cat) / den)


def rittner(r, a_cat, a_an):
    s, p = a_cat + a_an, a_cat * a_an
    return r - (r**4 * s + 4 * r * p) / (r**6 - 4 * p)


def energy_formula(r, a_cat, a_an):
    s, p = a_cat + a_an, a_cat * a_an
    return -1 / r - (r**3 * s + 4 * p) / (2 * r * (r**6 - 4 * p))


# ---------- explicit charges and Coulomb's law only ----------
def ion(x, charge, dipole):
    return [(x, charge), (x + ARM / 2, dipole / ARM),
            (x - ARM / 2, -dipole / ARM)]


def field(x, charges):
    return sum(q * (x - y) / abs(x - y)**3 for y, q in charges)


def iterate(r, a_cat, a_an, passes):
    d_cat = d_an = 0.0
    for _ in range(passes):
        f_cat = field(0.0, ion(r, -1.0, d_an))
        f_an = field(r, ion(0.0, 1.0, d_cat))
        d_cat, d_an = a_cat * f_cat, a_an * f_an
    return d_cat, d_an


def direct_moment(r, a_cat, a_an, passes=400):
    d_cat, d_an = iterate(r, a_cat, a_an, passes)
    charges = ion(0.0, 1.0, d_cat) + ion(r, -1.0, d_an)
    return -sum(q * x for x, q in charges)


for r, ac, aa in [(0.28, 0.001, 0.004), (0.20, 0.0015, 0.0015),
                  (0.24, 0.0002, 0.006), (0.35, 0.003, 0.007)]:
    d_direct = iterate(r, ac, aa, 400)
    assert np.allclose(d_direct, induced_formula(r, ac, aa), rtol=1e-5)
    assert abs(direct_moment(r, ac, aa) - rittner(r, ac, aa)) < 1e-5 * r
    force = sum(q * field(x, ion(0.0, 1.0, d_direct[0]))
                for x, q in ion(r, -1.0, d_direct[1]))
    h = 1e-5
    slope = (energy_formula(r + h, ac, aa)
             - energy_formula(r - h, ac, aa)) / (2 * h)
    assert abs(force + slope) < 1e-5 * abs(slope)

# ---------- example parameters ----------
R, A_CAT, A_AN = 0.28, 0.001, 0.004
S, P = A_CAT + A_AN, A_CAT * A_AN
r_c = (4 * P)**(1 / 6)
r_zero = ((S + sqrt(S**2 + 32 * P)) / 2)**(1 / 3)
d_cat, d_an = induced_formula(R, A_CAT, A_AN)
mu = rittner(R, A_CAT, A_AN)

# Successive passes of mutual induction build the series in 1/r.
pass_sum = [sum(iterate(R, A_CAT, A_AN, n)) for n in (1, 2, 3, 4)]
assert abs(pass_sum[0] - S / R**2) < 1e-6 * S / R**2
assert abs(pass_sum[1] - S / R**2 - 4 * P / R**5) < 1e-6 * S / R**2
ratio = (pass_sum[2] - pass_sum[1]) / pass_sum[0]
assert abs(ratio - 4 * P / R**6) < 1e-5

# Iteration settles just outside r_c and runs away just inside it.
outside = iterate(1.01 * r_c, A_CAT, A_AN, 2000)
assert np.allclose(outside, induced_formula(1.01 * r_c, A_CAT, A_AN),
                   rtol=1e-3)
inside = iterate(0.99 * r_c, A_CAT, A_AN, 2000)
assert min(inside) > 1e10

# Zero of the moment and strength of the pole, from explicit charges.
zero_direct = brentq(lambda x: direct_moment(x, A_CAT, A_AN),
                     1.1 * r_c, 2 * r_c)
assert abs(zero_direct - r_zero) < 1e-5 * r_zero and r_zero > r_c
pole = S / (6 * r_c) + r_c**2 / 6
pole_direct = sum(iterate(1.001 * r_c, A_CAT, A_AN, 8000)) * 0.001 * r_c
assert abs(pole_direct / pole - 1) < 0.01   # next order is of size 0.001


# ---------- stability in all six dipole components ----------
def stiffness(r):
    k = np.diag([1 / A_CAT] * 3 + [1 / A_AN] * 3)
    axes = np.eye(3) * ARM / 2
    for i in range(3):
        for j in range(3):
            v = 0.0
            for si in (1, -1):
                for sj in (1, -1):
                    gap = np.array([r, 0, 0]) + sj * axes[j] - si * axes[i]
                    v += si * sj / np.linalg.norm(gap) / ARM**2
            k[i, 3 + j] = k[3 + j, i] = v
    return k


rc_direct = brentq(lambda x: np.linalg.eigvalsh(stiffness(x))[0], 0.13, 0.25)
assert abs(rc_direct - r_c) < 1e-5 * r_c
soft = np.linalg.eigh(stiffness(r_c))[1][:, 0]
assert soft[0]**2 + soft[3]**2 > 0.9999 and soft[0] * soft[3] > 0
side = np.ix_([1, 4], [1, 4])
rt_direct = brentq(lambda x: np.linalg.eigvalsh(stiffness(x)[side])[0],
                   0.09, 0.25)
r_side = P**(1 / 6)
assert abs(rt_direct - r_side) < 1e-5 * r_side
assert np.linalg.eigvalsh(stiffness(0.99 * r_c))[0] < 0


# ---------- neglected: higher multipoles (conducting spheres) ----------
def sphere_moment(r, a, b, order):
    def c(l, m, own, other):
        return comb(l + m, l) * own**(l + 1) * other**m / r**(l + m + 1)
    n = order
    mat, rhs = np.eye(2 * n), np.zeros(2 * n)
    for l in range(1, n + 1):
        rhs[l - 1] = c(l, 0, a, b)
        rhs[n + l - 1] = -c(l, 0, b, a)
        for m in range(1, n + 1):
            mat[l - 1, n + m - 1] = c(l, m, a, b)
            mat[n + l - 1, m - 1] = c(l, m, b, a)
    sol = np.linalg.solve(mat, rhs)
    return r - a * sol[0] + b * sol[n]


rad_cat, rad_an = A_CAT**(1 / 3), A_AN**(1 / 3)
assert rad_cat + rad_an < R
assert abs(sphere_moment(R, rad_cat, rad_an, 1) - mu) < 1e-10
mu_quad = sphere_moment(R, rad_cat, rad_an, 2)
mu_sphere = sphere_moment(R, rad_cat, rad_an, 90)
assert abs(mu_sphere - sphere_moment(R, rad_cat, rad_an, 60)) < 1e-4 * R


# ---------- neglected: finite size (Gaussian clouds) ----------
def width(alpha):
    """Width w of exp(-x^2/w^2) whose dipole self-energy is d^2/(2 alpha)."""
    return (sqrt(2 / pi) * alpha / 3)**(1 / 3)


for alpha in (A_CAT, A_AN):
    w = width(alpha)
    integral = quad(lambda t: t**2 * np.exp(-t**2 / 2), 0, 12)[0] / w**3
    assert abs(2 / (3 * pi) * integral * alpha - 1) < 1e-8
w_pair = sqrt(width(A_CAT)**2 + width(A_AN)**2)


def cloud_terms(r):
    def pot(x):
        return mp.erf(x / w_pair) / x
    return -float(mp.diff(pot, r)), float(mp.diff(pot, r, 2))


f_cloud, t_cloud = cloud_terms(R)
cloud = np.linalg.solve([[1 / A_CAT, -t_cloud], [-t_cloud, 1 / A_AN]],
                        [f_cloud, f_cloud])
mu_cloud = R - cloud.sum()
coupling = 0.0
for x in np.linspace(0.005, 0.5, 200):
    f_x, t_x = cloud_terms(x)
    coupling = max(coupling, sqrt(P) * abs(t_x), sqrt(P) * abs(f_x) / x)
assert coupling < 1

# ---------- neglected: thermal motion with Born repulsion ----------
TEMP, RANGE, MASS = 1000.0, 0.033, 20.0
kT = const.k * TEMP / const.e
h = 1e-4
pull = COULOMB * (energy_formula(R + h, A_CAT, A_AN)
                  - energy_formula(R - h, A_CAT, A_AN)) / (2 * h)


def well(r):
    return (COULOMB * energy_formula(r, A_CAT, A_AN)
            + pull * RANGE * np.exp(-(r - R) / RANGE))


curv = (well(R + h) - 2 * well(R) + well(R - h)) / h**2
assert curv > 0
omega = sqrt(curv * const.e * 1e18 / (MASS * const.atomic_mass))
quantum = const.hbar * omega / const.e
grid = np.linspace(0.22, 0.42, 4001)
weight = grid**2 * np.exp(-(well(grid) - well(R)) / kT)
assert max(weight[0], weight[-1]) < 1e-4 * weight.max()
r_mean = np.sum(weight * grid) / weight.sum()
mu_hot = np.sum(weight * rittner(grid, A_CAT, A_AN)) / weight.sum()

# ---------- neglected: charge transfer and softer anion ----------
HOP, IP_MINUS_EA = 1.0, 0.8
gap = COULOMB / R - IP_MINUS_EA
vec = np.linalg.eigh([[0.0, HOP], [HOP, gap]])[1][:, 0]
covalent = vec[1]**2
mu_tight = rittner(R, A_CAT, 0.8 * A_AN)

# ---------- output ----------
D = DEBYE
print(f"separation r = {R:.3f} nm")
print(f"cation, anion polarisability = {A_CAT:.4f}, {A_AN:.4f} nm^3")
print(f"S = {S:.4f} nm^3, P = {P:.2e} nm^6")
print(f"1 e nm = {D:.3f} D; e^2 = {COULOMB:.5f} eV nm")
print(f"r^6 = {R**6:.4e} nm^6, 4P = {4*P:.2e} nm^6")
print(f"coupling 4P/r^6 = {4*P/R**6:.5f}")
print(f"charge dipole e r = {R*D:.3f} D")
print(f"induced dipole, cation = {d_cat*D:.3f} D")
print(f"induced dipole, anion = {d_an*D:.3f} D")
print(f"sum of induced dipoles = {(d_cat+d_an)*D:.3f} D")
print(f"Rittner moment = {mu*D:.3f} D = {mu:.5f} e nm")
print(f"Rittner moment / (e r) = {mu/R:.4f}")
print(f"moment from explicit charges = {direct_moment(R,A_CAT,A_AN)*D:.3f} D")
for n, total in enumerate(pass_sum, 1):
    print(f"moment after pass {n} = {(R-total)*D:.3f} D")
print(f"bare Coulomb energy = {-COULOMB/R:.3f} eV")
u_tot = COULOMB * energy_formula(R, A_CAT, A_AN)
print(f"energy with polarisation = {u_tot:.3f} eV")
print(f"polarisation part = {u_tot+COULOMB/R:.3f} eV")
print(f"catastrophe r_c, formula = {r_c:.5f} nm")
print(f"catastrophe r_c, stiffness matrix = {rc_direct:.5f} nm")
print(f"transverse softening radius = {r_side:.5f} nm")
print(f"zero of moment r_0 = {r_zero:.5f} nm")
print(f"pole strength = {pole:.5f} e nm^2")
for x in (0.32, 0.28, 0.24, 0.22, 0.20, 0.18, 0.165):
    print(f"moment at r = {x:.3f} nm: {rittner(x,A_CAT,A_AN)*D:.2f} D")
print("NEGLECTED EFFECTS (rough, separate estimates)")
print(f"field e/r^2 of bare charge = {10*COULOMB/R**2:.0f} MV/cm")
print(f"total field at cation = {10*COULOMB*d_cat/A_CAT:.0f} MV/cm")
print(f"total field at anion = {10*COULOMB*d_an/A_AN:.0f} MV/cm")
print(f"sphere radii = {rad_cat:.4f}, {rad_an:.4f} nm")
print(f"spheres, up to quadrupoles: moment = {mu_quad*D:.2f} D")
print(f"spheres, all multipoles: moment = {mu_sphere*D:.2f} D")
print(f"Gaussian widths = {width(A_CAT):.4f}, {width(A_AN):.4f} nm")
print(f"Gaussian clouds: moment = {mu_cloud*D:.2f} D")
print(f"Gaussian clouds: largest coupling = {coupling:.3f} (unstable at 1)")
print(f"temperature = {TEMP:.0f} K, kT = {kT:.4f} eV")
print(f"Born range = {RANGE:.3f} nm, reduced mass = {MASS:.0f} u")
print(f"vibrational quantum = {quantum:.4f} eV")
print(f"thermal mean separation = {r_mean:.4f} nm")
print(f"thermal mean moment = {mu_hot*D:.2f} D")
print(f"two-state coupling = {HOP:.1f} eV, IP-EA = {IP_MINUS_EA:.1f} eV")
print(f"two-state gap = {gap:.2f} eV, covalent weight = {covalent:.3f}")
print(f"moment scaled by ionic weight = {(1-covalent)*mu*D:.2f} D")
print(f"anion polarisability -20 %: moment = {mu_tight*D:.2f} D")
print("verified")
```

It prints:

```
separation r = 0.280 nm
cation, anion polarisability = 0.0010, 0.0040 nm^3
S = 0.0050 nm^3, P = 4.00e-06 nm^6
1 e nm = 48.032 D; e^2 = 1.43996 eV nm
r^6 = 4.8189e-04 nm^6, 4P = 1.60e-05 nm^6
coupling 4P/r^6 = 0.03320
charge dipole e r = 13.449 D
induced dipole, cation = 0.865 D
induced dipole, anion = 2.766 D
sum of induced dipoles = 3.630 D
Rittner moment = 9.819 D = 0.20442 e nm
Rittner moment / (e r) = 0.7301
moment from explicit charges = 9.819 D
moment after pass 1 = 10.386 D
moment after pass 2 = 9.939 D
moment after pass 3 = 9.837 D
moment after pass 4 = 9.823 D
bare Coulomb energy = -5.143 eV
energy with polarisation = -5.837 eV
polarisation part = -0.694 eV
catastrophe r_c, formula = 0.15874 nm
catastrophe r_c, stiffness matrix = 0.15874 nm
transverse softening radius = 0.12599 nm
zero of moment r_0 = 0.20555 nm
pole strength = 0.00945 e nm^2
moment at r = 0.320 nm: 12.76 D
moment at r = 0.280 nm: 9.82 D
moment at r = 0.240 nm: 5.92 D
moment at r = 0.220 nm: 3.05 D
moment at r = 0.200 nm: -1.60 D
moment at r = 0.180 nm: -13.03 D
moment at r = 0.165 nm: -65.01 D
NEGLECTED EFFECTS (rough, separate estimates)
field e/r^2 of bare charge = 184 MV/cm
total field at cation = 259 MV/cm
total field at anion = 207 MV/cm
sphere radii = 0.1000, 0.1587 nm
spheres, up to quadrupoles: moment = 9.52 D
spheres, all multipoles: moment = 9.23 D
Gaussian widths = 0.0643, 0.1021 nm
Gaussian clouds: moment = 9.92 D
Gaussian clouds: largest coupling = 0.856 (unstable at 1)
temperature = 1000 K, kT = 0.0862 eV
Born range = 0.033 nm, reduced mass = 20 u
vibrational quantum = 0.0331 eV
thermal mean separation = 0.2846 nm
thermal mean moment = 10.14 D
two-state coupling = 1.0 eV, IP-EA = 0.8 eV
two-state gap = 4.34 eV, covalent weight = 0.046
moment scaled by ionic weight = 9.37 D
anion polarisability -20 %: moment = 10.44 D
verified
```
